Triplet softening and the carbon–carbon coupling of ethylene

**Problem**

Ethylene is described by a closed-shell Kohn–Sham determinant with the exchange-correlation energy

E_xc(a) = a E_x(exact) + (1−a) E_x(Slater) + E_c(VWN), 0 ≤ a ≤ 1,

where VWN is the parametrization fitted to the Monte Carlo electron-gas data (VWN5).

The geometry is fixed: CC 2.53 bohr, CH 2.05 bohr, HCC angle 121.5°. Carbon has the uncontracted cc-pVDZ basis with two added tight s functions, hydrogen has cc-pVDZ. Hartree atomic units are used, with couplings in Hz. The electron g factor is 2, nuclei are points, and both carbons, K and L, are ¹³C. Orbitals are real; i, j are occupied and p, q virtual.

(a) Find the Hessian M of the energy for rotations that act oppositely on the two spins.

(b) Express the Fermi-contact (FC) and spin-dipole (SD) parts of ¹J(CC) through M, and complete the coupling with its orbital parts.

(c) Follow the lowest eigenvalue λ₁ of M and the coupling from a = 0 to a = 1. How much of any change in FC and SD comes from the lowest mode, and is the factor 1/λ₁ enough to explain it?

**Hints**

1. Rotate spin-up orbitals by x and spin-down orbitals by −x. Which first-order density changes cancel?

2. A perturbation +h for spin up and −h for spin down adds a term linear in x. Minimize.

3. Expand M⁻¹ in eigenvectors. Each mode contributes a numerator, its residue, divided by its eigenvalue. Follow both.

4. The π orbital vanishes at the carbon nuclei. What does that imply for the contact operator?

**Solution**

**(a) The triplet Hessian**

To second order, the rotated spin-up orbitals are

φ_i → φ_i + Σ_p x_ip φ_p − ½ Σ_jp x_ip x_jp φ_j.

The last term preserves normalization. The density matrix of spin σ = ±1 changes by σD₁ + D₂, with

D₁(r,r′) = Σ x_ip [φ_p(r)φ_i(r′) + φ_i(r)φ_p(r′)],
D₂(r,r′) = Σ x_ip x_iq φ_p(r)φ_q(r′) − Σ x_ip x_jp φ_i(r)φ_j(r′).

Four contributions to the energy follow.

Orbital energies: the Fock operator is the same for both spins, so the D₁ terms cancel. The D₂ terms add to 2Σ x_ip²(ε_p−ε_i).

Coulomb: the total density does not change at first order, so there is no further second-order term.

Exact exchange: this energy is −(a/2) Σ_σ ∬ P_σ(r,r′)²/|r−r′|. Both spins give the same D₁², hence −a ∬ D₁²/|r−r′|. Multiplying out the two brackets gives four integrals, equal in pairs:

−2a Σ x_ip x_jq [(ij|pq) + (iq|jp)].

Local part: let f_σσ′ be the second derivative, with respect to the spin densities, of the energy density belonging to (1−a) E_x(Slater) + E_c(VWN). The spin densities change by ±n₁, with n₁ = 2Σ x_ip φ_iφ_p. Then

½ Σ_σσ′ σσ′ ∫ f_σσ′ n₁² = ∫ (f↑↑−f↑↓) n₁²,

because f↑↑ = f↓↓ in a closed shell. Inserting n₁ gives a factor 4. Altogether

ΔE = 2 xᵀMx,

M(ip,jq) = δ_ij δ_pq (ε_p−ε_i) − a[(ij|pq)+(iq|jp)] + 2∫(f↑↑−f↑↓) φ_iφ_pφ_jφ_q.

If λ₁ > 0, the determinant is stable against these rotations. If λ₁ < 0, spin polarization lowers the energy. The eigenvalue is a curvature, not an excitation energy. As a test, the energies of explicitly rotated determinants reproduce λ₁ in every case below, to about 2×10⁻⁵ hartree.

**(b) The coupling**

A perturbation ±h adds Tr(hD₁) from each spin, because both h and D₁ change sign together. Each trace is 2x·h, so

E(x) = 2xᵀMx + 4x·h.

Setting the gradient 4Mx + 4h to zero gives x = −M⁻¹h, and substitution gives E = −2hᵀM⁻¹h. For h = m_K h_K + m_L h_L the cross term occurs twice, hence

∂²E/∂m_K∂m_L = −4 h_Kᵀ M⁻¹ h_L.

This is a response about a minimum when M is positive definite.

With g = 2 the electron spin energy is S·B. A nuclear moment m produces

B = α²[(8π/3)δ(r)m + (3r(r·m) − r²m)/r⁵].

The spin component is ±½, so the spin-up operators per unit moment are

h(FC) = (4π/3)α² δ(r),
h_uv(SD) = (α²/2)(3r_u r_v − δ_uv r²)/r⁵.

Here u is the direction of the moment and v that of the spin. A closed shell has no preferred spin axis, so the same M serves every v. The isotropic coupling is one third of the trace over u. Its FC–SD cross terms contain Σ_u h_uu(SD), which vanishes.

The moment in units of eħ/m_e is (g_N m_e/2m_p) I, so derivatives become couplings on multiplication by

C = (g_N m_e/2m_p)² E_h/h = 9.628×10⁸ Hz, with g_N = 1.4048.

Therefore

J(FC) = −4C h_Kᵀ M⁻¹ h_L,
J(SD) = −(4C/3) Σ_uv h_K,uvᵀ M⁻¹ h_L,uv.

The orbital terms come from ½(p+A)², with A = α² m×r/r³. Since ∇·A = 0, the linear term is −iα² m·(r×∇)/r³. It drives imaginary rotations φ_i → φ_i + iΣ y_ip φ_p, the same for both spins. These leave the density unchanged at first order, so the Coulomb and local kernels drop out. In the exchange term the plus sign inside D₁ becomes a minus sign, and ΔE = 2yᵀNy with

N(ip,jq) = δ_ij δ_pq (ε_p−ε_i) − a[(ij|pq)−(iq|jp)].

Let l_u be the vector of real matrix elements ⟨i|(r×∇)_u/r³|p⟩. The linear energy is 4α² y·l_u, and the same minimization gives the paramagnetic term

J(PSO) = −(4C/3)α⁴ Σ_u l_K,uᵀ N⁻¹ l_L,u.

The diamagnetic term is the expectation value of A_K·A_L. Its numerator is (m_K·m_L)(r_K·r_L) − (m_K·r_L)(m_L·r_K), and one third of the trace gives the factor (3−1)/3:

J(DSO) = (2C/3)α⁴ ∫ρ r_K·r_L/(r_K³r_L³).

Neither orbital term contains M.

**The lowest mode.** With Mv_n = λ_n v_n,

J(FC) = −4C Σ_n (h_K·v_n)(h_L·v_n)/λ_n,

and similarly for SD. The lowest mode is mainly π→π*. Under inversion π is odd and π* even, so their product is odd, while inversion carries each operator at K into the same operator at L. Thus h_L·v₁ = −h_K·v₁, and the mode contributes a positive amount when λ₁ > 0:

J₁(FC) = R_FC/λ₁, R_FC = 4C(h_K·v₁)²,
J₁(SD) = R_SD/λ₁, R_SD = (4C/3) Σ_uv (h_K,uv·v₁)².

The molecular plane is a node of π, so every excitation out of π has a zero contact element at the carbons. FC enters this mode through admixed σ excitations. SD samples the region around the nucleus and can couple to π→π* directly.

**(c) Reading the numbers**

The eigenvalue is the sum of three expectation values in v₁, in hartree:

a: λ₁ = gap + exchange + kernel
0.00: 0.1405 = 0.2192 + 0.0000 − 0.0787
0.25: 0.1093 = 0.3093 − 0.1459 − 0.0541
0.50: 0.0792 = 0.4014 − 0.2941 − 0.0281
0.75: 0.0503 = 0.4951 − 0.4439 − 0.0009
1.00: 0.0227 = 0.5902 − 0.5947 + 0.0271

The gap term, which is the average of ε_p−ε_i over v₁, rises by 0.371 and the kernel by 0.106. Both changes stiffen the mode. The exchange term falls by 0.595 and outweighs them, so λ₁ drops by 0.118, a factor of 6.2. A wide orbital gap is therefore no guarantee of triplet stability.

The couplings, in Hz, are:

a: FC, SD, PSO, total
0.00: 60.4, 2.2, −9.6, 53.2
0.25: 68.9, 3.1, −9.7, 62.5
0.50: 80.2, 4.7, −9.7, 75.2
0.75: 98.3, 7.9, −9.7, 96.6
1.00: 146.7, 18.7, −9.7, 155.7

DSO stays near 0.07 Hz. FC grows by a factor of 2.4 and SD by 8.3, while PSO changes by less than 0.2 Hz. The inflation is thus confined to the two terms that contain M⁻¹.

**Spin-dipole term.** The residue R_SD hardly moves: 0.499 Hz hartree at a = 0 and 0.457 at a = 1. The lowest-mode contributions are

0.499/0.1405 = 3.55 Hz and 0.457/0.02265 = 20.2 Hz.

This is 1/λ₁ growth, reduced by 8 percent through the residue. All other modes together give −1.3 to −1.5 Hz. The lowest mode supplies 101 percent of the SD growth, and the others remove the excess. Their negative sum also explains why total SD rises by a factor of 8.3 although the mode rises by a factor of 5.7: the nearly constant subtraction matters more when the total is small.

**Contact term.** Here 1/λ₁ is not enough. The residue rises from 0.282 to 1.441 Hz hartree, a factor of 5.1, so the mode contribution grows by

6.20 × 5.10 ≈ 31.6, from 2.0 to 63.6 Hz.

With the residue held at its a = 0 value, the lower eigenvalue alone would give 0.282/0.02265 = 12.5 Hz. With the eigenvalue held instead, the larger residue alone would give 1.441/0.1405 = 10.3 Hz. The two effects multiply.

The remaining modes also matter, rising from 58.4 to 83.1 Hz. Over the whole range the lowest mode supplies 71 percent of the FC growth, but unevenly. From a = 0 to 0.25 it supplies 2.7 of 8.5 Hz, about a third. From a = 0.5 to 1 it supplies 53.7 of 66.5 Hz, about four fifths. The lowest mode, through its smaller eigenvalue and its larger residue together, is therefore the main source of contact growth near the instability, but not at small exchange fractions.

As an independent check at a = 0.5, a self-consistent calculation in a weak contact field on one carbon gives a spin-density response of 1.6765 a.u. at the other. The formula gives 1.6733, and the difference is 0.2 percent of the latter.

**Sensitivity.** At fixed residue, lowering λ₁ by 0.005 hartree changes the mode's FC part at a = 0 from 2.01 to 0.282/0.1355 = 2.08 Hz. At a = 1 it changes 63.6 to 1.441/0.01765 = 81.6 Hz. An error in the functional that is harmless in the first case shifts the second by 18 Hz.

These values describe one functional family in a modest basis at one geometry, without vibration, solvent or relativity. They are not converged in the basis. With uncontracted cc-pVTZ and three tight s functions on carbon, at a = 1, λ₁ moves from 0.0227 to 0.0242 hartree, FC from 146.7 to 139.6 Hz, its lowest-mode part from 63.6 to 58.6 Hz, SD from 18.7 to 18.4 Hz, PSO from −9.7 to −10.2 Hz and the total from 155.7 to about 148 Hz. They show a trend in this model and do not by themselves select the best exchange fraction.

**Variation 1: remove the correlation functional**

*Does a = 1 already represent Hartree–Fock theory?*

No. At a = 1 the VWN kernel still contributes +0.0271 hartree to λ₁ (the RPA-fitted VWN form would give about 0.004 hartree more on the same mode). Spin polarization raises the correlation energy, which stiffens the mode. Without correlation,

λ₁ = 0.5952 − 0.5974 = −0.0022 hartree.

In this basis and at this geometry the closed-shell Hartree–Fock determinant is a saddle point, and the rotated determinants confirm the negative curvature. The instability is marginal: with uncontracted cc-pVTZ and three tight s functions on carbon, λ₁ is only −0.0006 hartree. In the response formula the lowest-mode denominator has changed sign:

J₁(FC) = 1.812/(−0.00217) ≈ −835 Hz,

in agreement with the printed −834 Hz within the rounding of λ₁. The formal total is −957 Hz. Its size means little: in the larger basis the lowest-mode contact part alone is about −3200 Hz. It is not a prediction of a coupling, because x = −M⁻¹h no longer locates a minimum.

If λ₁ approaches zero from above at nonzero residue, J₁ tends to +∞; just below zero it is large and negative. A moderate value found further beyond the crossing would be no sign of health, so the sign of λ₁ has to be inspected separately. On the stable side, linear response also limits the field. Let x now be the amplitude along v₁ and h₁ = h·v₁. Reversing all spins changes x to −x, so without a field the first correction to 2λ₁x² is a quartic term cx⁴. With x ≈ −h₁/λ₁, it is negligible only if |c|h₁² ≪ λ₁³. For finite c, the range of allowed fields therefore shrinks as λ₁^(3/2), faster than λ₁ itself.

**Variation 2: how a π mode acquires contact coupling**

Keep one π→π* and one σ→σ* excitation, both odd under inversion. What does softening do to the contact residue?

Let

M = [[A, V], [V, B]], h_K = (0, h), h_L = (0, −h), with B > 0 and B > λ₁.

The σσ element of M⁻¹ is A/(AB−V²), so

J(FC) = 4C h² A/(AB−V²).

If V = 0 this is 4Ch²/B for any A ≠ 0. The π mode may become arbitrarily soft without affecting the contact term. If V ≠ 0, the coupling diverges at AB = V², which is where λ₁ = 0.

For the residue, the second row of (M−λ₁)v₁ = 0 reads V v_π + (B−λ₁)v_σ = 0. With v_π² + v_σ² = 1,

v_σ² = V²/[V² + (B−λ₁)²], R_FC = 4C h² v_σ².

As λ₁ → 0 the residue tends to the finite value 4Ch²V²/(V²+B²), so the divergence is a simple 1/λ₁. If A alone is lowered, λ₁ falls, B−λ₁ grows, and the residue decreases. Within this model, softening by itself cannot produce the fivefold rise found in ethylene; V, B or h must change with a.

The full calculation has many σ excitations. Some have no contact element, and the core and valence parts enter h·v₁ with opposite signs, so the two-state argument does not carry over directly. One fact can still be read off. The weight of excitations out of π in v₁ falls only from 0.991 to 0.984, so the remaining weight less than doubles while R_FC grows fivefold. The make-up of the σ admixture or its contact elements must therefore change as well. Which of these dominates is not resolved by the numbers given here.

Numbers as computed

```
CC, CH distances (bohr): 2.53 2.05; HCC (deg): 121.5
basis functions: 76; occupied orbitals: 8
carbon-13 nuclear g factor: 1.4048
conversion C (Hz per a.u. of derivative): 9.62845e+08
Lowest triplet eigenvalue and its parts (hartree); pi share
a      eigenvalue  curvature  gap      exchange  kernel   pi share
0.00    0.14050    0.14051   0.21918   0.00000  -0.07868   0.991
0.25    0.10930    0.10931   0.30926  -0.14586  -0.05411   0.990
0.50    0.07919    0.07920   0.40137  -0.29411  -0.02807   0.988
0.75    0.05029    0.05031   0.49510  -0.44390  -0.00092   0.986
1.00    0.02265    0.02267   0.59022  -0.59470   0.02712   0.984
HF     -0.00217   -0.00215   0.59519  -0.59736   0.00000   0.977
Couplings 1J(CC) (Hz)
a          FC        SD       PSO       DSO     total
0.00      60.39      2.24     -9.56     0.075     53.15
0.25      68.88      3.14     -9.65     0.074     62.45
0.50      80.16      4.69     -9.71     0.072     75.22
0.75      98.34      7.90     -9.73     0.071     96.59
1.00     146.70     18.66     -9.72     0.069    155.71
HF      -749.33   -197.97     -9.46     0.069   -956.68
Lowest mode, rest (Hz); residue = mode*eigenvalue (Hz hartree)
a      FC mode   FC rest   SD mode   SD rest   FC resid  SD resid
0.00       2.01     58.38      3.55     -1.31    0.2823    0.4989
0.25       4.69     64.18      4.52     -1.37    0.5128    0.4937
0.50       9.93     70.24      6.11     -1.42    0.7862    0.4840
0.75      21.80     76.54      9.37     -1.47    1.0963    0.4713
1.00      63.61     83.08     20.17     -1.51    1.4409    0.4569
HF      -834.11     84.79   -196.45     -1.52    1.8123    0.4268
a=0 to 1: eigenvalue ratio start/end: 6.203
FC growth (Hz): 86.30; end/start: 2.429; lowest-mode share: 0.714
SD growth (Hz): 16.42; end/start: 8.338; lowest-mode share: 1.012
a=0.5 contact field strength (a.u.): 2.0e-04
a=0.5 contact response, field/formula (a.u.): 1.67650 1.67334
a=0.5 imaginary curvature/eigenvalue (hartree): 0.23040 0.23040
SD, PSO integral relative errors: 2.0e-05 3.4e-06
a=0.5 DSO, working/fine grid (Hz): 0.0724 0.0724
```
